# Paired bands on the hexagonal zone face of hcp metals

Let $c$ be the height of the primitive cell of a hexagonal close-packed crystal, with the $z$ axis along a sixfold screw axis. The one-electron Hamiltonian without spin-orbit coupling is

$$H=\frac{\mathbf p^2}{2m_e}+V(\mathbf r),\qquad V(\mathbf r)=V(\mathbf r)^* .$$

The potential has the lattice periodicity, and $H$ acts on one spin component at a time. A Bloch state satisfies $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ for every lattice vector $\mathbf R$. Energies are in eV and lengths in nm.

The claim is that at every $\mathbf k$ with $k_z=\pi/c$ each level has even multiplicity per spin. The smallest possible multiplicity is therefore two, and further symmetry at special points may make it larger. Counting both spins of a nonmagnetic crystal doubles these numbers.

The spatial symmetry needed is the twofold screw contained in the sixfold one,

$$s:(x,y,z)\mapsto(-x,-y,z+c/2).$$

To see that the hcp structure has it, take in-plane lattice vectors $\mathbf a_1,\mathbf a_2$ at $120^\circ$ and place the two atoms at the fractional positions $(1/3,2/3,1/4)$ and $(2/3,1/3,3/4)$. The screw sends the first to $(-1/3,-2/3,3/4)$, which differs from the second by a lattice vector. It sends the second to $(-2/3,-1/3,5/4)$, which is equivalent to the first. The atoms are alike, so the structure is unchanged. The potential is assumed to share this symmetry, as it does when the electron density does not break it spontaneously.

On wavefunctions the screw acts as

$$(S\psi)(x,y,z)=\psi(-x,-y,z-c/2).$$

Since $V(s\mathbf r)=V(\mathbf r)$ and the kinetic energy is unchanged by rotations and translations, $SH=HS$. Let $K$ denote complex conjugation, which is time reversal for one spin component. The potential is real and $\mathbf p^2$ is a real differential operator, so $KH=HK$. Define

$$\Theta=KS,\qquad \Theta H=H\Theta .$$

The action of $\Theta$ on the wavevector follows from the Bloch condition. With $C=\mathrm{diag}(-1,-1,1)$,

$$(S\psi)(\mathbf r+\mathbf R)=\psi(s^{-1}\mathbf r+C\mathbf R)
=e^{i\mathbf k\cdot C\mathbf R}(S\psi)(\mathbf r)
=e^{i(C\mathbf k)\cdot\mathbf R}(S\psi)(\mathbf r).$$

Thus $S$ changes $\mathbf k$ to $(-k_x,-k_y,k_z)$. Conjugation reverses all three components, and together

$$\Theta:(k_x,k_y,k_z)\mapsto(k_x,k_y,-k_z).$$

The old and new wavevectors differ by $2k_z$ along $z$. They are equivalent when $2k_z$ is a multiple of $2\pi/c$, which within one zone means $k_z=0$ or $k_z=\pi/c$. On these two planes $\Theta$ turns an eigenstate at $\mathbf k$ into an eigenstate of the same energy at the same $\mathbf k$. It remains to decide whether this is a new state.

The square of $\Theta$ decides it. The operator $S$ contains no complex number, so it commutes with $K$, and $K^2=1$. Therefore

$$\Theta^2=KSKS=S^2,\qquad (S^2\psi)(\mathbf r)=\psi(x,y,z-c)=e^{-ik_zc}\psi(\mathbf r).$$

Two half-turns restore the in-plane coordinates, but two half-translations leave a full translation by $c$. Hence

$$\Theta^2=+1\quad(k_z=0),\qquad \Theta^2=-1\quad(k_z=\pi/c).$$

Because $\Theta$ is antiunitary, $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$. Setting $\phi=\Theta\psi$ and $\chi=\psi$ gives, on the face,

$$\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle
=-\langle\psi|\Theta\psi\rangle=0 .$$

The state and its partner are orthogonal, and the level is at least doubly degenerate. This is Kramers' argument, with the minus sign supplied by a lattice translation instead of by spin.

If the level contains another state $\phi$ orthogonal to both $\psi$ and $\Theta\psi$, then $\Theta\phi$ is orthogonal to them too:

$$\langle\Theta\psi|\Theta\phi\rangle=\langle\phi|\psi\rangle=0,$$

$$\langle\psi|\Theta\phi\rangle=-\langle\Theta^2\psi|\Theta\phi\rangle=-\langle\phi|\Theta\psi\rangle=0 .$$

It is also orthogonal to $\phi$ by the previous argument. States can thus be removed from the level two at a time. A level at fixed $\mathbf k$ has finite multiplicity, so the removal ends with nothing left over, and the multiplicity is even. This proves the claim.

The proof uses neither inversion, nor mirrors, nor the threefold axis. It uses the form of $V$ only through $\Theta H=H\Theta$, so it also holds for a nonlocal potential that is real in position space and has the screw symmetry. In a collinear ferromagnet without spin-orbit coupling, each spin has its own real Hamiltonian. If both potentials keep the screw, the bands of each spin pair separately, although the two spins have different energies.

Plane waves show how the degeneracy survives the lattice potential. Applying $S$ and then $K$ to $e^{i\mathbf q\cdot\mathbf r}$ gives

$$\Theta|\mathbf q_\parallel,q_z\rangle=e^{iq_zc/2}|\mathbf q_\parallel,-q_z\rangle .$$

On the face $q_z$ is an odd multiple of $\pi/c$. It cannot vanish, so the partner is a different plane wave with the same kinetic energy. An ordinary zone boundary would split the two by Bragg reflection, through the Fourier coefficient of $V$ at $\mathbf G=(0,0,2q_z)=(0,0,2\pi l/c)$ with $l$ odd. Averaged over the in-plane coordinates, the potential is unchanged by $z\to z+c/2$, because the half-turn only rearranges the points being averaged. Therefore

$$V_{00l}=e^{i\pi l}V_{00l}=(-1)^lV_{00l},\qquad V_{00l}=0\ \text{ for odd }l .$$

The waves reflected from the two atomic layers cancel. If alternate layers held different elements, the cancellation would fail, and to first order in the potential the two waves would split by $2|V_{00l}|$.

The vanishing of this one coefficient does not by itself exclude indirect coupling through other plane waves. A more general relation does. Let $A$ be a Hermitian operator that acts among the states at $\mathbf k$ on the face, with $\Theta A=\eta A\Theta$ and $\eta=\pm1$. Then

$$\langle\psi|A\Theta\psi\rangle=\langle\Theta A\Theta\psi|\Theta\psi\rangle
=\eta\langle A\Theta^2\psi|\Theta\psi\rangle=-\eta\langle\psi|A\Theta\psi\rangle,$$

$$\langle\Theta\psi|A\Theta\psi\rangle=\eta\langle\Theta\psi|\Theta A\psi\rangle
=\eta\langle A\psi|\psi\rangle=\eta\langle\psi|A\psi\rangle .$$

For $\eta=+1$ the off-diagonal element vanishes and the diagonal elements agree, so $A$ is a multiple of the identity within the pair. Eliminating all other plane waves at a given real energy produces an effective Hamiltonian that still commutes with $\Theta$. It therefore cannot split the pair at any order. For $\eta=-1$ the diagonal elements are opposite, and $A$ is traceless within the pair.

The same relation gives the shape of the bands near the face. For a local potential the first-order change of $H$ with $\mathbf k$ is $(\hbar/m_e)\mathbf p$. The half-turn reverses $p_x$ and $p_y$, and conjugation reverses all of $\mathbf p$, so

$$\Theta(p_x,p_y,p_z)\Theta^{-1}=(p_x,p_y,-p_z).$$

The in-plane components have $\eta=+1$ and move both members of a doublet together, as they must if the degeneracy holds over the whole face. The $z$ component has $\eta=-1$, and its two eigenvalues are opposite. With $k_z=\pi/c+\delta$, an isolated doublet therefore obeys

$$E_\pm=E_0\pm w\delta+O(\delta^2),\qquad w=\hbar v ,$$

where $\pm v$ are the two group velocities along $z$. If $v\neq0$, the bands cross the face with finite slope, and there is no gap between them there.

Each ingredient can be removed in a numerical trial. Take a hexagonal cell with $a=0.27$ nm and $c=0.43$ nm, so that $\pi/c=7.306$ nm$^{-1}$. Choose a random real potential, averaged with its screw image so that it has that symmetry but no imposed inversion, mirror or threefold axis. At the in-plane wavevector $0.23\,\mathbf b_1+0.11\,\mathbf b_2$, where $\mathbf b_1,\mathbf b_2$ are the in-plane reciprocal vectors, diagonalization in 52 plane waves gives levels that pair to within $10^{-13}$ eV. Neighbouring pairs are at least 0.99 eV apart. The small basis does not spoil the symmetry, since a cutoff in kinetic energy retains both members of each pair $\pm q_z$.

With the in-plane wavevector held fixed, the smallest spacing between levels is 0.33 eV at $k_z=0.8\pi/c$ and 0.16 eV at $k_z=0$. In the second case $\Theta$ still preserves $\mathbf k$, but its square is $+1$ and it enforces no pairs. Back on the face, the potential without screw averaging gives a median pair splitting of 1.3 eV. Restoring the screw and adding a term $(A_zp_z+p_zA_z)/2$, with $A_z$ real, screw-symmetric and of zero average, breaks only the conjugation symmetry. The median splitting is then 0.84 eV. Both symmetries are needed in these examples, and neither alone protects the doublets.

Spin-orbit coupling has been left out so far. Once it is included, the statement must be examined anew, because $H$ no longer acts on the two spins separately. Let $P$ be inversion about the origin and $T$ time reversal including spin, with $T^2=-1$. Their product preserves every $\mathbf k$. Since $P$ commutes with $T$ and $P^2=1$, $(PT)^2=-1$, and every level of a nonmagnetic hcp crystal is at least doubly degenerate throughout the zone. The question on the face is whether the fourfold levels, counted with spin, survive.

Let $M$ be reflection in the atomic plane $z=c/4$, which takes $z$ to $c/2-z$. Its spin part is $-i\sigma_z$, so $M^2=-1$ and its eigenvalues are $\pm i$. Performing $P$ first and $M$ second takes $z$ to $z+c/2$; the opposite order takes it to $z-c/2$. The two products differ by a translation through $c$, which is $-1$ on the face. Inversion does not act on spin, and $T$ commutes with spatial operations and spin rotations, so

$$M(PT)=-(PT)M .$$

If $M\psi=i\mu\psi$ with $\mu=\pm1$, then

$$M(PT\psi)=-PT(i\mu\psi)=+i\mu\,(PT\psi),$$

where the last sign comes from the antilinearity of $PT$. The Kramers partner has the same mirror eigenvalue. The screw adds no third state, because $S=MP$, so $TS\psi$ is proportional to $PT\psi$. At a general face point no symmetry links the doublet with $M=i$ to the one with $M=-i$, and the fourfold level may split into two doublets.

The leading splitting can be found for an atomic coupling $\xi\,\mathbf L\cdot\mathbf s$, where $\mathbf L$ and $\mathbf s$ are the orbital and spin angular momenta in units of $\hbar$ and $\mathbf L$ is taken about each atom. Consider an isolated orbital doublet. Without spin the reflection is a purely spatial operator $m$ with $m^2=1$. Put $F=PK$, so that $F^2=1$ and, on the face, $mF=-Fm$. If $m\psi_+=\psi_+$, then $\psi_-=F\psi_+$ has $m=-1$. The two are orthogonal and span the doublet.

The reflection preserves $L_z$ and reverses $L_x$ and $L_y$, while $F$ reverses all of $\mathbf L$. Hence $L_z$ has no off-diagonal element between $\psi_+$ and $\psi_-$, and its diagonal elements are opposite, $\pm l$. The diagonal elements of $L_x$ vanish because $m$ reverses it. For its off-diagonal element,

$$\langle\psi_+|L_xF\psi_+\rangle=\langle FL_xF\psi_+|F\psi_+\rangle
=-\langle L_x\psi_+|F\psi_+\rangle=-\langle\psi_+|L_xF\psi_+\rangle=0,$$

and the same holds for $L_y$. Only $\xi L_zs_z$ is left. With $s_z=\pm1/2$ it gives the energies $\pm\xi|l|/2$, each twice, and a splitting

$$\Delta_{\rm so}=\xi|l|+O(\xi^2).$$

On the line from A, the face centre, along $\mathbf b_1$ to L, the midpoint of a face edge, there is more protection. A true mirror $N$ contains this line and the $z$ axis. Its spatial part commutes with that of $M$, but the spin parts, proportional to two perpendicular Pauli matrices, anticommute. Thus $NM=-MN$, and $N\psi$ has the mirror eigenvalue opposite to that of $\psi$. Together with $PT$ this keeps the level fourfold. On the line from A to the corner H, the vertical operation is instead a glide that includes the shift $c/2$. Exchanging its order with $M$ produces a translation by $c$ and a second minus sign. The glide therefore commutes with $M$ and does not link the two doublets.

A d-band model gives these effects a size. Each atom carries five d orbitals and couples to its twelve nearest neighbours. The $\sigma$, $\pi$ and $\delta$ hoppings at distance $a$ are $-0.90$, $0.60$ and $-0.15$ eV, and they vary with bond length $d$ as $(a/d)^5$. With $\xi=100$ meV and the lattice constants above, these are rough values in the regime of ruthenium, an interconnect metal. The sampled bands run from $-4.8$ to $3.3$ eV. On a $16\times16$ mesh of the face, without spin-orbit coupling, no pair splits by more than $10^{-14}$ eV. At the in-plane point used before, the five doublets are:

| $E_0$ (eV) | $v$ ($10^5$ m/s) | $\xi\lvert l\rvert$ (meV) | full splitting (meV) |
|---|---|---|---|
| −2.72 | 3.4 | 1.3 | 1.0 |
| −1.41 | 4.0 | 8.3 | 7.0 |
| 0.40 | 2.4 | 10.2 | 13.7 |
| 1.25 | 5.2 | 37.7 | 41.1 |
| 2.49 | 1.5 | 20.6 | 21.4 |

For the fourth doublet $|l|=0.377$, and $\xi|l|=100\times0.377=37.7$ meV. Diagonalization with the full coupling gives 41.1 meV, so the first-order value is 8 percent below it. For the third doublet the shortfall is 26 percent, which shows that mixing with other doublets is not negligible at this coupling strength.

Over the sampled face the median splitting is 11 meV and the largest is 192 meV. Finer meshes leave the median at 11 meV, but the largest value moves by several meV; it lies next to the corner H, and at H itself the splitting is 198 meV. These maxima respect a bound: the eigenvalues of $\mathbf L\cdot\mathbf s$ for d orbitals lie between $-3/2$ and $1$, so two levels that coincide without the coupling can separate by at most $2.5\,\xi=250$ meV. At a sampled point on A–L the fourfold levels remain intact to numerical precision, whereas at one on A–H the largest splitting is 61 meV.

For a real ruthenium line these numbers are scales, not a prediction of its band structure. The model omits s and p states, distant neighbours and self-consistency, and the doublets in the table were not selected to lie at the Fermi level. With a rough mean free path of 7 nm and carrier speed of $7\times10^5$ m/s, the lifetime is $\tau=10$ fs and the broadening $\hbar/\tau=66$ meV. The thermal energy at 350 K is 30 meV. The median spin-orbit splitting is smaller than both, while the largest one exceeds both. About 12 percent of the doublets on the face split by more than 30 meV and 2 percent by more than 66 meV. These figures depend on $\xi$: a local-density calculation for the 4d shell of the free ruthenium atom gives about 130 meV, which raises the median to 14 meV, the largest splitting to about 250 meV and the share above 30 meV to about a quarter. Treating the face as degenerate is thus reasonable for many of its states at this level of broadening, but not for all.

A line that is narrow along $c$ also breaks the translation symmetry on which $\Theta^2=-1$ rests. A line that runs along $c$ keeps that translation, and if its cross-section is symmetric under the screw its levels still pair at $k_z=\pi/c$. For a width of 10 nm along $c$, $k_z$ is defined only to about $\pi/(10\ \text{nm})=0.314$ nm$^{-1}$. The doublet with the median speed in the table, $3.41\times10^5$ m/s, has $\hbar v=0.225$ eV nm, and at that offset from the face its bands are separated by

$$2\hbar v\,\delta=2\times0.225\times0.314\ \text{eV}=0.141\ \text{eV}.$$

Diagonalization at the shifted wavevector gives the same median, 141 meV. This is an estimate of scale, not a gap in the line's spectrum: in a film of 46 or 47 atomic layers of the same model, the levels near this doublet are spaced by 0.06 to 0.07 eV, about $\hbar v\,\delta$. Since $k_z$ is no longer a sharp label there, a degeneracy at exactly $k_z=\pi/c$ has a meaning only to within about 0.1 eV, which is larger than the median spin-orbit splitting.

Atomic vibrations can break the screw at any instant. Moving the two sublattices by $+\mathbf u$ and $-\mathbf u$ within the plane preserves it, because the half-turn reverses $\mathbf u$ as it exchanges the sublattices; the computed doublets indeed stay intact. Opposite displacements along $z$ are not reversed by the half-turn, and the screw is lost. For one oscillator per direction, with a rough phonon energy of 25 meV and a mass of 101 u, the rms displacement at 350 K is 4.6 pm. Displacing the two sublattices by this amount in opposite directions along $z$, uniformly through the crystal, splits the five doublets in the table by a median of about 0.28 eV. If the two atoms vibrate independently, the opposite part of their motion, $(u_1-u_2)/2$, has an rms value smaller by $\sqrt2$, and the splitting is nearer 0.2 eV. These values depend on the wavevector and on the assumed distance law: the 0.28 eV becomes 0.23 eV as a median over the whole face, and 0.20 eV at the same point if the hoppings vary as $(a/d)^3$. Such a splitting is not a static gap: real vibrations vary in space and time, and the average structure keeps the screw. It measures how strongly the bands respond to this motion, whose scattering is already part of the finite lifetime. The complete values are listed in the numerical output.

## Computed values

```
lattice constants a, c: 0.27, 0.43 nm
face wavevector pi/c: 7.306 1/nm
in-plane fractions of b1, b2: 0.23, 0.11
PLANE WAVES, RANDOM SCREW-SYMMETRIC POTENTIAL
number of plane waves: 52
kinetic cutoff: 90 eV
rms Fourier coefficient before averaging: 1.5 eV
largest odd axial coefficient: 0.0e+00 eV
same without screw: 1.61 eV
largest splitting inside pairs: 7.1e-14 eV
smallest gap between pairs: 0.993 eV
overlap of state and Theta partner: 1.1e-16
smallest level gap at kz=0: 0.1626 eV
smallest level gap at kz=0.8 pi/c: 0.3338 eV
median pair splitting, screw broken: 1.316 eV
median pair splitting, reversal broken: 0.8372 eV
D-BAND MODEL, ROUGH RUTHENIUM REGIME
sigma, pi, delta hopping at distance a: -0.90, 0.60, -0.15 eV
sampled band range: -4.76 to 3.33 eV
doublet: energy (eV), speed (1e5 m/s), |l|, SOC split (meV)
1: -2.7176, 3.413, 0.0129, 0.98
2: -1.4137, 4.009, 0.0826, 6.97
3: 0.3984, 2.357, 0.1017, 13.67
4: 1.2476, 5.227, 0.3774, 41.07
5: 2.4853, 1.546, 0.2060, 21.41
largest pair splitting over face: 6.7e-15 eV
spin-orbit constant: 100 meV
median SOC splitting over face: 11.2 meV
largest sampled SOC splitting: 192.0 meV
upper bound 2.5 xi: 250 meV
fourfold spread at A-L point: 6.2e-12 meV
largest SOC splitting at A-H point: 60.6 meV
NEGLECTED EFFECTS, ROUGH INPUTS
temperature: 350 K
thermal energy: 30.2 meV
mean free path: 7 nm
carrier speed: 7 x 1e5 m/s
lifetime: 10.0 fs
lifetime broadening: 65.8 meV
phonon energy: 25 meV
atomic mass: 101 u
rms displacement per axis: 4.59 pm
median split, frozen z motion: 281.7 meV
largest split, in-plane motion: 3.1e-12 meV
line width along c: 10 nm
kz offset pi/width: 0.314 1/nm
median split at that offset: 141.0 meV
```
